Peak Temperature of Thermally Stimulated Depolarization by Dopant-Vacancy Dipoles, part 2

A poled NaCl crystal containing Ca²⁺–vacancy pairs is heated between short-circuited electrodes, and its discharge current peaks at the temperature Tm. Each pair is a dipole of moment p = ed, where e is the elementary charge, d = a/√2 and a is the lattice constant. The vacancy jumps at rate w1 among the twelve cation sites nearest the dopant, written (±1, ±1, 0) and so on in units of a/2. The mean dipole then relaxes at the rate 1/τ = 2w1, with

w1 = w0 exp(−E/(kT)),

τ(T) = τ0 exp(E/(kT)), τ0 = 1/(2w0).

Here E is the barrier, k Boltzmann's constant and w0 the jump prefactor. The polarization P starts from the frozen value P0 and obeys dP/dt = −P/τ. The discharge current density, counted positive, is J = P/τ.

For any smooth τ(t), an extremum of J requires dτ/dt = −1. For heating at the constant rate β this gives the peak condition

τ(Tm) = kTm²/(βE).

With x = E/(kTm) it becomes

x² exp(x) = Λ, Λ = E/(kβτ0),

or x = ln Λ − 2 ln x. The solution, with the Lambert function W0, is

Tm = E/(2k W0(½√(E/(kβτ0)))).

In the special case of section 1, τ(t) = τs exp(−t/θ), where τs is the starting value and θ the time in which τ falls by a factor e. The peak comes at τ = θ. For a start deep in the frozen state, P/P0 is 1/e there, and the full width at half maximum is 2.45 θ. Linear heating with a high barrier comes close to this case, with θ = kTm²/(βE).

The example has E = 0.70 eV, w0 = 5×10¹³ s⁻¹, τ0 = 1.0×10⁻¹⁴ s and β = 0.1 K/s. With k = 8.6173×10⁻⁵ eV/K, this gives Λ = 8.123×10¹⁸, x = 36.355, Tm = 223.44 K and τ(Tm) = 61.5 s. A separate small-x test used 0.1 eV, τ0 = 1 s and 0.1 K/s.

### 6. How the peak responds to heating rate and barrier

Take the logarithm of x² exp(x) = Λ and differentiate:

(2/x + 1) dx = d ln Λ, so d ln x = d ln Λ/(x + 2).

Because Tm = E/(kx), d ln Tm = d ln E − d ln x. With ln Λ = ln E − ln k − ln β − ln τ0, this becomes

d ln Tm = d ln E − (d ln E − d ln β − d ln τ0)/(x + 2).

At fixed E and τ0,

∂Tm/∂ln β = Tm/(x + 2) = 223.44/38.355 = 5.83 K.

A change of τ0 at fixed E and β has the same effect. At fixed β and τ0,

∂Tm/∂E = (Tm/E)(x + 1)/(x + 2),

which is 3.11 K for each 0.01 eV. These slopes agreed within 0.1 % with those of integrated current peaks when ln β and ln τ0 were changed by ±0.01 and E by ±0.001 eV.

Doubling the heating rate should move the peak by about 5.83 ln 2 = 4.04 K. The computed peaks are at 219.47 K for 0.05 K/s, 223.44 K for 0.1 K/s and 227.55 K for 0.2 K/s, with steps of 3.97 K and 4.11 K. The steps grow because Tm/(x + 2) itself grows with Tm.

Two peaks give the barrier without knowledge of τ0. Write the peak condition as Tm²/β = (Eτ0/k) exp(E/(kTm)), for each of two rates, and divide. The prefactor cancels, and the logarithm gives

E = k ln[T1²β2/(T2²β1)]/(1/T1 − 1/T2).

For the peaks at 0.05 and 0.2 K/s, the logarithm is ln 4 + 2 ln(219.474/227.553) = 1.3140, and the difference of inverse temperatures is 1.6177×10⁻⁴ K⁻¹. The result is 0.700 eV, as put in.

The weak point is the small distance between the peaks, 8.08 K. An error of 0.1 K in this distance changes E by about 1.3 %, or 0.009 eV. An error common to both temperatures matters much less. A thermometer that runs ahead of the sample by an amount proportional to β does not give a common error. If it were ahead by 1 K at 0.1 K/s, it would be ahead by 0.5 K and 2 K at the two rates used here. The distance would read 9.6 K, and E would come out about 16 % too low.

### 7. Polarization left at the peak, and the width

The polarization at the peak is P0 exp(−I), with I = (1/(βτ0)) ∫ exp(−E/(kT′)) dT′. The lower limit may be put at zero if heating starts deep in the frozen state. For a start at 150 K in the example this adds about 10⁻⁸ to I. Substitute T′ = Tm/s, so that dT′ = −Tm ds/s²:

∫ exp(−E/(kT′)) dT′ from 0 to Tm = Tm ∫ exp(−xs) s⁻² ds from 1 to ∞ = Tm E₂(x).

This defines the exponential integral E₂. From Λ = x² exp(x), 1/(βτ0) = kΛ/E = kx² exp(x)/E. Multiplication by Tm = E/(kx) gives

P(Tm)/P0 = exp[−x exp(x) E₂(x)].

Repeated integration by parts turns the exponent for large x into −(1 − 2/x + 6/x² − …). As x goes to infinity the fraction becomes 1/e, the value of the special case. For x = 36.355 the three terms give 0.9495 and a fraction of 0.387, which is also the computed value.

The special case predicts a full width at half maximum of 2.446βθ = 2.446 × 6.146 K = 15.0 K. The integrated curve has 14.5 K. The estimate is about 4 % too large relative to the integrated width. It treats ln τ as linear in T, and this curvature is all that it leaves out.

### 8. The size of the current

Tm does not depend on P0, but an experiment needs a measurable current. In a poling field F, let c be the cosine of the angle between dipole and field. For small pF/(kT) the Boltzmann weight is proportional to 1 + pFc/(kT). Over the twelve sites the mean of c is zero. The mean of c² is 1/3, since the three cubic axes are equivalent and the squares of the three direction cosines add to 1. The mean cosine is then pF/(3kT), and N dipoles per volume give

P_eq = Np²F/(3kT).

This linear law was tested against the full twelve-site Boltzmann sum at pF/(kT) = 0.0206, with the field along a cubic axis; they agreed within 0.1 %.

With the field on, P approaches P_eq. To first order in F the field adds a source term proportional to F to the decay law, and this term must cancel the decay at P = P_eq. Hence dP/dt = (P_eq − P)/τ.

Take N = 10¹⁸ cm⁻³ (45 ppm of the cation sites), a = 0.564 nm, so d = 0.399 nm, and F = 10 kV/cm. Poling lasts 600 s at 225 K, where τ = 47.8 s. This is more than twelve relaxation times, and P reaches P_eq = 43.8 pC/cm². Cooling at 0.1 K/s with the field on leaves 44.9 pC/cm², slightly more, because P_eq grows as 1/T and the dipoles follow it until they become too slow. The peak current density is

J = 44.89 × 0.3871/61.46 = 0.28 pA/cm².

The field that acts on a dipole inside the crystal can exceed the applied field. For a point dipole at a cubic site the Lorentz factor is (ε + 2)/3 = 2.63, with a rough relative permittivity ε = 5.9. In this model the factor enters twice. The larger field aligns the dipole more strongly, and the dipole polarizes the crystal around it, which raises the charge it induces on the electrodes by the same factor. For dilute dipoles P0 and the current would then be 2.63² = 6.9 times larger, while Tm stays the same. A vacancy next to a dopant is not a point dipole, so this number only indicates how uncertain the current is.

### 9. What the single-barrier model leaves out

**More distant sites.** The vacancy can also jump to the six next-nearest cation sites, such as (2, 0, 0). Let such a site lie 0.05 eV higher, and let the outward jump have the rate w1; both are assumptions. Detailed balance makes the return rate gw1, with g = exp(0.05 eV/(kTm)) = 13.4. For polarization along x, let the excess occupation be A at near sites with x = 1 and b at (2, 0, 0), with opposite signs on the other side. A near site has seven outward neighbours, two of type (2, 0, 0), four of type (2, 1, 1) and one of type (2, 2, 0); only the first two are kept here. Each outer site has four near neighbours. Hence

dA/dt = w1(−2A − 2A + gb),  db/dt = w1(4A − 4gb).

A solution that decays at the rate λw1 requires λ² − (4 + 4g)λ + 12g = 0. The smaller root is λ = 2.94, where the nearest-site model has 2. Relaxation is faster by a factor 1.47, and the peak should move by −5.83 ln 1.47 = −2.2 K. The heated eighteen-site model gives −2.22 K. This number depends strongly on the assumptions. If the 24 sites of type (2, 1, 1) are added, 0.10 eV above the near sites and with the same rule for the rates, λ rises to about 3.9 and the shift to about −3.9 K, because an excursion to such a site ends about half the time on a different near site. If instead the eighteen sites are kept and the energy step is shared evenly, with outward rate w1/√g and return rate w1√g, λ is 2.22 and the shift only about −0.6 K.

**Unequal barriers.** Strain and neighbouring defects give different dipoles different barriers. An assumed Gaussian spread of 0.01 eV moves the peak by −0.65 K and widens it from 14.5 to 16.4 K. The curve falls more steeply on its hot side than it rises on its cold side: in the special case of section 1 the half-maximum points lie 1.46θ before the peak and 0.99θ after it. At the old maximum, a copy displaced to lower temperature contributes its steep falling side, and a copy displaced equally far to higher temperature contributes its gentler rising side. Their sum already falls there, so its maximum lies on the cold side. This asymmetry gives most of the shift. A smaller part arises because the curves of dipoles with lower barriers are also slightly higher and narrower.

**Tunnelling.** The leading Wigner correction multiplies the jump rate by 1 + (hν/(kT))²/24, where h is Planck's constant and ν the barrier frequency. With a rough ν = 5×10¹² Hz the factor at Tm is 1.048, which alone gives −5.83 ln 1.048 = −0.27 K. The computed shift is −0.29 K, because the correction also weakens the temperature dependence of τ. This τ is no longer of Arrhenius form, and it served to test the general condition: at the computed peak, dτ/dt was −1 within 10⁻⁴.

**Interaction and temperature lag.** At the mean spacing, the dipole-dipole energy is 3.9×10⁻⁵ eV if the crystal only screens it by ε. This is about 0.2 % of kTm = 0.0193 eV. In the point-dipole model of section 8 the local field makes it 6.9 times larger, or 1.4 % of kTm. A change of τ by this larger fraction would move Tm by 0.08 K. Dipoles at random places have some neighbours much closer than the mean spacing, and their typical interaction energy is about 4.5 times larger. A change of τ by that fraction would move Tm by about 0.4 K. In a slab heated from one face and insulated at the other, steady heating requires D d²T/dz² = β, where D is the thermal diffusivity. Two integrations give a lag of βL²/(2D) across the thickness L. For 1 mm and a rough D = 0.04 cm²/s it is 0.0125 K. Poor contact between thermometer and sample can add more, and such a lag enters the reading of Tm degree for degree.

**Free vacancies.** With a rough binding energy of 0.40 eV, 1.9 % of the pairs are dissociated in equilibrium at 300 K. If this fraction stayed frozen in, and free vacancies jumped as fast as bound ones, their conductivity σ at Tm would give a time εε0/σ of about 1.3×10⁵ s, where ε0 is the vacuum permittivity. This is some two thousand times τ(Tm). Conduction during poling would displace about 30 pC/cm², which is comparable with P0. If the electrodes block the vacancies, and the sample is much thicker than the charged layers next to them, this charge needs even longer than 1.3×10⁵ s to flow back. Its current at Tm is then at most about a thousandth of the peak current.

### 10. Beside a real crystal

The parameters are rough values for Ca-vacancy dipoles in NaCl. Depolarization peaks of such pairs in alkali halides are known well below room temperature, where the model also puts its peak. Since E and w0 were put in as rough values for such dipoles, this is no independent test of the model. Nor can a single peak temperature fix both values: at the same heating rate, E = 0.60 eV with w0 = 2.4×10¹¹ s⁻¹ also gives 223.4 K. The prefactor w0 is ten times the barrier frequency used above. If the attempt frequency is taken equal to that frequency, the jump requires an entropy of k ln 10 = 2.3 k. Without that factor, τ0 would be ten times longer. At the same E and β, x = ln Λ − 2 ln x then gives x = 34.18, and the peak would lie at 237.7 K, about 14 K higher. Real crystals break the assumptions of one barrier and of twelve sites. For the values assumed here these lower the peak by 0.65 K and, in the eighteen-site model, by 2.2 K; the second figure ranges from about 0.6 K to 4 K over the choices of sites and jump rates tried in section 9. At higher dopant content the pairs can gather into clusters, and a single first-order peak is then no longer assured. The computed values are collected in the numerical output below.

Computed results

```
activation energy E = 0.70 eV
jump prefactor w0 = 5.0e+13 1/s
relaxation prefactor tau0 = 1.0e-14 s
heating rate = 0.10 K/s = 6.0 K/min
E/(k beta tau0) = 8.123e+18
Lambert argument = 1.4251e+09
x = E/(k Tm) = 36.355
Tm, formula = 223.442 K = -49.71 C
Tm, integrated current = 223.442 K
Tm, 12-site master equation = 223.442 K
x in the small-x test case = 5.83
tau(Tm) = 61.46 s
P(Tm)/P0 = 0.3871
full width at half maximum = 14.49 K
dTm/dln(beta) = 5.826 K
Tm shift per 0.01 eV in E = 3.109 K
Tm at 0.05 K/s = 219.474 K
Tm at 0.20 K/s = 227.553 K
E from these two peaks = 0.7000 eV
dipole density = 1.0e+18 1/cm3
dopant site fraction = 44.9 ppm
lattice constant (rough) = 0.564 nm
dipole length = 0.399 nm
poling field = 10.0 kV/cm
poling temperature, time = 225 K, 600 s
tau at poling temperature = 47.8 s
pF/kT at poling = 0.0206
equilibrium P at poling = 43.81 pC/cm2
frozen polarization P0 = 44.89 pC/cm2
peak current density = 0.283 pA/cm2
-- neglected effects --
assumed next-nearest site energy = 0.05 eV
Tm shift, next-nearest sites = -2.22 K
assumed spread of E (std. dev.) = 0.010 eV
Tm shift, spread of E = -0.646 K
width with spread of E = 16.37 K
barrier frequency (rough) = 5.0e+12 Hz
Tm shift, tunnelling = -0.288 K
relative permittivity (rough) = 5.9
dipole-dipole energy = 3.9e-05 eV
kTm = 0.0193 eV
sample thickness = 1.0 mm
thermal diffusivity (rough) = 0.040 cm2/s
thermal lag across sample = 0.0125 K
pair binding energy (rough) = 0.40 eV
dissociated fraction at 300 K = 1.86 %
free-vacancy conduction time at Tm = 1.3e+05 s
Lorentz factor (eps+2)/3 = 2.63
```
